# Current through an oxide breakdown path as a quantum point contact

A conducting path has formed through the gate oxide of a transistor. It is so narrow that one transverse mode, with two spin states, carries the current. Confinement is strongest at the middle of the path. We assume that it changes slowly enough along $x$ for the transverse modes not to mix. The energy of the mode then acts as a barrier for motion along $x$, taken as a parabola:

$$U(x)=\Phi-\tfrac12 m\omega^2x^2 .$$

Energies are measured from the equilibrium Fermi level, and $\Phi$ is the effective height of the barrier top, with image lowering already included. The algebra uses atomic units, $e=\hbar=m_e=1$, so $m$ is the effective mass in electron masses and a voltage equals the energy it gives an electron.

A voltage $V$ across the path separates the chemical potentials of the contacts. A fixed fraction $\beta$ of it drops between the left contact and the barrier top, the rest between the top and the right contact. Relative to a barrier top held at $\Phi$,

$$\mu_L=\beta V,\qquad \mu_R=-(1-\beta)V,\qquad 0\le\beta\le1 .$$

For $V>0$ the left contact is the cathode. Positive $I$ denotes electron flow from left to right. Transport is coherent and elastic, the temperature is zero, and $\Phi$, $\omega$ and $\beta$ do not depend on $V$.

## (a) Barrier width and curvature

**For $\Phi>0$, let $t$ be the barrier width at the Fermi level. Express $\alpha=2\pi/\omega$ through $t$, $\Phi$ and $m$, and relate it to the tunnelling action.**

The barrier crosses zero energy at $x=\pm t/2$, so $\Phi=m\omega^2t^2/8$. Hence

$$\omega=\frac1t\sqrt{\frac{8\Phi}{m}},\qquad
\alpha=\frac{2\pi}{\omega}=\pi t\sqrt{\frac{m}{2\Phi}} .$$

Under the barrier the decay constant at zero energy is $\kappa=\sqrt{2mU}=\sqrt{2m\Phi}\,\sqrt{1-(2x/t)^2}$. The integral of the last root over the barrier is half the area of a unit circle times $t/2$, which is $\pi t/4$. Therefore

$$2\int_{-t/2}^{t/2}\kappa\,dx=\frac{\pi t}{2}\sqrt{2m\Phi}=\alpha\Phi .$$

Thus $\alpha\Phi$ is the exponent of semiclassical tunnelling. For an open path, $\Phi\le0$, the width $t$ does not exist, but $\alpha=2\pi/\omega$ keeps its meaning.

## (b) Transmission of the parabola

**Find the transmission probability $T(E)$ without a semiclassical approximation, taking the parabola to extend indefinitely.**

Set $x=q/\sqrt{m\omega}$ and $p_x=\sqrt{m\omega}\,p$, so that $[q,p]=i$. Then

$$H-\Phi=\omega h,\qquad h=\tfrac12(p^2-q^2),\qquad \varepsilon=\frac{E-\Phi}{\omega},$$

where $\varepsilon$ is the eigenvalue of $h$. Introduce

$$Q=\frac{p+q}{\sqrt2},\qquad P=\frac{p-q}{\sqrt2}.$$

Their commutator is $[Q,P]=\tfrac12(-[p,q]+[q,p])=i$, so they are again a coordinate and its momentum. In the sum $QP+PQ$ the cross terms cancel and $p^2-q^2$ remains, so $h=\tfrac12(QP+PQ)$.

With $\tau=\omega\times$ time, the equations of motion are

$$\frac{dQ}{d\tau}=i[h,Q]=Q,\qquad \frac{dP}{d\tau}=i[h,P]=-P .$$

Thus $Q$ grows as $e^{\tau}$ and $P$ shrinks as $e^{-\tau}$. Since $q=(Q-P)/\sqrt2$ and $p=(Q+P)/\sqrt2$, in the distant past $q\approx-P/\sqrt2$ and $p\approx P/\sqrt2$. Positive $P$ therefore means arrival from the left. In the distant future $q\approx p\approx Q/\sqrt2$, so positive $Q$ means departure to the right and negative $Q$ means reflection.

In the $P$ representation $Q=i\,d/dP$, and $h=i(P\,d/dP+\tfrac12)$. The state of energy $\varepsilon$ incident from the left is

$$\chi(P)=\frac{1}{\sqrt{2\pi}}\,P^{-1/2-i\varepsilon}\quad(P>0),\qquad \chi=0\quad(P<0).$$

The prefactor normalizes it to a delta function in $\varepsilon$, as the substitution $P=e^z$ shows. In the $Q$ representation $h=-i(Q\,d/dQ+\tfrac12)$, and the normalized outgoing states are $|Q|^{-1/2+i\varepsilon}/\sqrt{2\pi}$ on either half-line.

The two representations are joined by the kernel $e^{iQP}/\sqrt{2\pi}$. With $s=\tfrac12-i\varepsilon$ and a vanishing damping factor $e^{-0P}$,

$$\psi(Q)=\frac1{2\pi}\int_0^\infty P^{s-1}e^{iQP}dP=\frac{\Gamma(s)}{2\pi}(0-iQ)^{-s}.$$

For $Q>0$, $-iQ=Qe^{-i\pi/2}$; for $Q<0$, $-iQ=|Q|e^{i\pi/2}$. Comparison with the outgoing states gives the transmitted and reflected amplitudes

$$a_\pm=\frac{\Gamma(s)}{\sqrt{2\pi}}\,e^{\pm i\pi s/2},\qquad
|e^{\pm i\pi s/2}|=e^{\pm\pi\varepsilon/2}.$$

The ratio of transmitted to reflected probability is thus $e^{2\pi\varepsilon}$. The Fourier transform conserves probability, so the two add to one, and

$$T(E)=\frac{1}{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{-\alpha(E-\Phi)}} .$$

At the barrier top $T=\tfrac12$. Far below it, $T$ falls as $e^{-\alpha(\Phi-E)}$, and at $E=0$ this is the exponential of part (a).

## (c) The current-voltage law

**Derive $I(V)$, assuming that each contact supplies states throughout the bias window.**

Right-moving states in a wave-number interval $dk$ have linear density $2\,dk/2\pi=dk/\pi$, the factor 2 being spin. They move at $v=dE/dk$, so the transmitted flow is $T\,v\,dk/\pi=T\,dE/\pi$: the velocity cancels the density of states. The symmetric barrier has the same $T$ from the right. Energies filled in both contacts contribute no net flow, which leaves

$$I=\frac1\pi\int_{\mu_R}^{\mu_L}T(E)\,dE .$$

For $V<0$ the limits are in reverse order and give the negative sign of $I$. Multiplying the numerator and denominator of $T$ by $e^{\alpha(E-\Phi)}$ shows that its antiderivative is $\alpha^{-1}\ln[1+e^{\alpha(E-\Phi)}]$. Inserting the limits,

$$\boxed{I=\frac1{\pi\alpha}\ln\frac{1+e^{\alpha(\beta V-\Phi)}}{1+e^{-\alpha[(1-\beta)V+\Phi]}}}$$

Taking one exponential out of the numerator and one out of the denominator leaves a factor $e^{\alpha V}$, so equivalently

$$I=\frac1\pi\left\{V+\frac1\alpha\ln\frac{1+e^{\alpha(\Phi-\beta V)}}{1+e^{\alpha[\Phi+(1-\beta)V]}}\right\}.$$

In ordinary units $1/\pi$ becomes $2e^2/h$ when $V$ is in volts and $\alpha$ in $\mathrm{eV}^{-1}$.

## (d) Polarity, slope and limits

**What happens when the voltage is reversed? Find the differential conductance and the limiting forms.**

Replacing $V$ by $-V$ interchanges the two logarithms, with $\beta$ and $1-\beta$ exchanged:

$$I(-V;\beta)=-I(V;1-\beta).$$

The characteristic is odd for $\beta=\tfrac12$. Differentiating the integral with respect to its limits gives

$$\frac{dI}{dV}=\frac1\pi\big[\beta\,T(\beta V)+(1-\beta)\,T(-(1-\beta)V)\big].$$

*Small bias.* Both transmissions become $T(0)$ and $\beta$ drops out: $G=(1/\pi)/(1+e^{\alpha\Phi})$.

*Deep tunnelling.* If both exponentials in the boxed law are small, $\ln(1+y)\approx y$ gives

$$I\approx\frac{e^{-\alpha\Phi}}{\pi\alpha}\left[e^{\alpha\beta V}-e^{-\alpha(1-\beta)V}\right],$$

which for $\beta=\tfrac12$ is $(2e^{-\alpha\Phi}/\pi\alpha)\sinh(\alpha V/2)$. Where one exponential dominates, $\ln|I|$ has slope $\alpha\beta$ against $|V|$ in one polarity and $\alpha(1-\beta)$ in the other. In this limit their sum yields $\alpha$, their ratio $\beta$, and the magnitude of the current then yields $\Phi$. Width and mass enter through $t\sqrt m$, so this model cannot separate them from a current curve.

*Open path.* If the barrier top lies many times $1/\alpha$ below the whole window, $T\approx1$ and $I\approx V/\pi$.

*High bias over a closed barrier.* For $0<\beta<1$ and large positive $V$, the upper limit is above the top and the lower far below it. Then

$$I\approx\frac{\beta V-\Phi}{\pi},\qquad \frac{dI}{dV}\to\frac{\beta}{\pi}.$$

The slope tends to a fraction $\beta$ of the conductance quantum: of each increment of voltage, the part $\beta$ opens new energies above the top, and the rest adds energies that are reflected.

## (e) A soft-breakdown path

**Evaluate the law for $\Phi=1$ eV, $t=1$ nm, $m=0.5$, $\beta=0.5$ and $V=1$ V.** These are rough values for soft breakdown of a thin silicon-dioxide gate oxide.

Part (a) gives $\hbar\omega=1.104$ eV and $\alpha=2\pi/1.104=5.69\ \mathrm{eV}^{-1}$. At zero bias $T(0)=1/(1+e^{5.69})=3.37\times10^{-3}$, so the conductance is $77.48\times3.37\times10^{-3}=0.261\ \mu$S.

At 1 V the window runs from $-0.5$ to $0.5$ eV, with $T(\mu_L)=0.05493$ and $T(\mu_R)=1.963\times10^{-4}$. Since $\ln[1+e^{\alpha(E-\Phi)}]=-\ln[1-T(E)]$, the two logarithms are $0.05650$ and $0.00020$, and

$$I=\frac{77.48\ \mu\mathrm{S}}{5.690\ \mathrm{V}^{-1}}\,(0.05650-0.00020)=0.767\ \mu\mathrm{A},$$

or $1.157\times10^{-4}$ atomic units. The small-bias conductance alone would give $0.261\ \mu$A, so the characteristic is already strongly curved. The deep-tunnelling form gives $0.789\ \mu$A, 3% above the law. A fully open mode would carry $77.5\ \mu$A.

At 2 V, $\mu_L$ reaches the barrier top, where $T=\tfrac12$. The slope is then close to $\beta/2$ of the conductance quantum, $19.4\ \mu$S. At 3 V it is $36.6\ \mu$S, near its limit of $38.7\ \mu$S. The high-bias form gives $77.48\times0.5=38.7\ \mu$A there, against $39.5\ \mu$A from the law.

With $\beta=0.7$ and all else unchanged, the current is $2.26\ \mu$A at $+1$ V and $-0.250\ \mu$A at $-1$ V, a ratio of 9.0 in magnitude.

The law was tested against direct integration of the Schrödinger equation at the same $\hbar\omega$. For $\Phi=1$ eV and five energies from $-0.2$ to $1.4$ eV, the largest relative difference in $T$ was $4\times10^{-5}$. For four currents, with $\Phi$ from $-0.5$ to $1$ eV, $V$ from $-1.2$ to $1$ V and $\beta$ from 0.3 to 1, it was $3\times10^{-5}$. This tests the solution of the model, not the model's account of an oxide.

## (f) Where the model gives way

**Estimate the effects of temperature, field shape, contacts, further modes and image forces at 1 V.** Each is taken alone, with the other parameters fixed; the factors are not to be multiplied together.

*Temperature.* In deep tunnelling $T\propto e^{\alpha E}$. With $u=e^{(E-\mu)/kT_e}$, where $T_e$ is the temperature, each contact contributes

$$\int_{-\infty}^{\infty}\frac{e^{\alpha E}\,dE}{1+e^{(E-\mu)/kT_e}}
=kT_e\,e^{\alpha\mu}\int_0^\infty\frac{u^{\alpha kT_e-1}}{1+u}\,du
=\frac{\pi kT_e\,e^{\alpha\mu}}{\sin(\pi\alpha kT_e)},$$

for $0<\alpha kT_e<1$. At zero temperature the integral is $e^{\alpha\mu}/\alpha$, so the current is multiplied by $\pi\alpha kT_e/\sin(\pi\alpha kT_e)$. At 300 K, $\alpha kT_e=0.147$ and the factor is 1.037. Integration with the full $T(E)$ gives 1.033. This counts only the smearing of the Fermi functions at fixed $\Phi$ and $\alpha$; a barrier that itself changes with temperature is not included.

*Field shape.* Suppose the voltage drops uniformly across $t$, with $\beta=\tfrac12$ at vanishing bias. The added potential energy is $-Vx/t$, continued along the parabola. Completing the square leaves $\omega$ unchanged and raises the top by

$$\frac{(V/t)^2}{2m\omega^2}=\frac{V^2}{16\Phi},$$

because $m\omega^2=8\Phi/t^2$. This is equivalent to $\beta=\tfrac12-V/(16\Phi)$, which is no longer fixed. The rise is 0.0625 eV and the current falls to 0.71 of the law. The law with fixed $\beta$ applies when the drops lie well outside the stretch where the electrons tunnel, so that the field leaves the barrier itself nearly unchanged.

*Contacts.* If the cathode band begins 0.2 eV below $\mu_L$, the lower part of the window has no supply. Cutting the integral there, with $T(E)$ unchanged, leaves 0.68 of the current. The same band edge also truncates the barrier on the cathode side and raises $T$; with a flat cathode of that depth in the potential, the single-mode current at 1 V is 1.0 to 1.1 times the law, depending on the anode. The barrier shape matters too: with flat leads 0.2 eV below the Fermi level, the zero-bias transmission at $E=0$ is 2.7 times that of the unlimited parabola. With leads 20 eV deep, a test found agreement within 5%.

*Further modes.* Take a round harmonic cross-section and a flat band bottom 0.2 eV below the Fermi level. The first transverse energy at the constriction is $1.0+0.2=1.2$ eV. The next level is double and has twice that energy, so its barrier is $2.4-0.2=2.2$ eV high. Its longitudinal curvature also doubles, which reduces $\alpha$ by $\sqrt2$. If the modes do not mix, this level adds 5% to the current. In this example, however, the first transverse energy falls from 1.2 to 0.2 eV within half a nanometre of the middle, too fast for mixing to be neglected. With mixing included at zero bias and wide flat leads, the transmission at $E=0.4$ eV is roughly 0.6 of that of the unmixed mode joined to the same flat leads, the reduction is stronger at lower energies, and the double level adds about 1% at 0.4 eV. Measured against the law itself, the transmission with mixing is about 1.3 times as large at 0.4 eV and about 0.2 times as large at $E=0$, so the factor 2.7 found above for shallow leads holds only without mixing. The single-mode law is therefore only a rough guide for so short and narrow a path.

*Image forces.* Midway between planar metals a distance $t$ apart, an electron has images of alternating sign at distances $nt$ on both sides. Half the interaction with them gives

$$W=\frac1{\epsilon_r t}\sum_{n=1}^\infty\frac{(-1)^n}{n}=-\frac{\ln2}{\epsilon_r t}.$$

For a rough electronic permittivity $\epsilon_r=2.2$ the lowering is 0.45 eV. Had 1 eV been the bare height, the current at unchanged $\alpha$ would be about ten times larger. A narrow path has another geometry, so this shows the sensitivity and is not a correction to apply.

*Beside a real device.* Soft breakdown of thin gate oxides is associated with strongly nonlinear currents, roughly of microampere size at a few volts. With fixed $\beta$ the example carries about 9 μA at 2 V and 40 μA at 3 V, more than this rough size suggests. The excess depends on the field shape: with the uniform drop considered above, the raised top reduces these currents to about 2.9 and 7.2 μA. With the field confined to $t$ instead of continued along the parabola, they fall somewhat less. The mean field at 1 V, 10 MV/cm, is already comparable with the rough breakdown field of intact oxide, and it is two and three times as large at 2 and 3 V. Here the path has already formed, but the values at 2 and 3 V illustrate the law and do not predict the current of a device. In a silicon device the assumption of deep, ideal contacts is doubtful, and the two contact estimates above, which act in opposite directions, change the current by a factor of 0.68 and the zero-bias transmission by a factor of 2.7 when each is taken alone; in the single-mode example at 1 V they nearly cancel. The image-force estimate shows a still stronger sensitivity, to the barrier height. Defect-assisted inelastic transport and charge trapping are not sized here. Values of $\Phi$ and $t$ fitted to a measured curve are therefore effective parameters, not a direct measurement of the path's shape. The numerical output below lists the inputs and the main results.

## Computed results

```
INPUTS (rough soft-breakdown values)
barrier height Phi = 1.00 eV
barrier width t = 1.00 nm
effective mass = 0.50 m_e
voltage fraction beta = 0.50
voltage across path = 1.00 V
BARRIER AND CONDUCTANCE
hbar omega = 1.1042 eV
alpha = 5.6904 1/eV
alpha*Phi = 5.6904
T at Fermi level, V=0: 3.3668e-03
T at mu_L, V=1 V: 5.4930e-02
T at mu_R, V=1 V: 1.9631e-04
conductance quantum = 77.4809 uS
small-bias conductance = 0.2609 uS
MAIN RESULT
current at 1 V = 0.7666 uA
same current = 1.1573e-04 atomic units
tunnelling form = 0.7887 uA
fully open mode = 77.481 uA
V (V), I (uA), dI/dV (uS), beta=0.5
0.25  0.0708  0.3289
0.50  0.1784  0.5669
1.00  0.7666  2.1356
1.50  2.9402  7.5273
2.00  9.4378  19.3707
3.00  39.5097  36.6125
high-bias slope limit = 38.740 uS
beta=0.7, +1 V: 2.2613 uA
beta=0.7, -1 V: -0.2504 uA
NEGLECTED EFFECTS AT 1 V (I/I_law unless stated)
temperature = 300 K
alpha*k*T = 0.1471
deep-tunnelling thermal factor = 1.0365
thermal current ratio = 1.0333
mean field V/t = 10.00 MV/cm
uniform-drop top shift = 0.0625 eV
uniform-drop current ratio = 0.7066
cathode band depth = 0.20 eV
shallow-band current ratio = 0.6757
finite/parabolic T at E=0, V=0: 2.6796
next-mode barrier = 2.20 eV
added next-mode current / I_law = 0.0528
electronic permittivity = 2.20
planar image lowering = 0.4537 eV
image current ratio, bare Phi = 10.079
NUMERICAL CHECKS
largest relative T error = 3.7e-05
largest relative I error = 2.6e-05
```
